Why the Perdew-Zunger correction removes one-electron error and spares exact functionals, part 1

(Sections cited here and not found follow in the second part.)

## One electron and its spurious interaction with itself

A single electron held in a potential well has no partner to repel it. Its energy consists of its kinetic energy and its energy in the well, and nothing else. An approximate density functional does not know this. It receives a cloud of charge, assigns to that cloud an electrostatic repulsion, and then adds an approximate exchange-correlation energy that should take the repulsion away again. If the two pieces do not cancel, the electron is left repelling or attracting itself. The Perdew-Zunger correction subtracts this leftover, orbital by orbital. Two questions decide whether the subtraction is sound: does it cure the one-electron error whatever the approximation, and does it leave alone a theory that had no such error to begin with?

Atomic units are used: the electron mass, the elementary charge and ħ are 1, and energies are in hartree. An electron in an external potential v(r) has the one-electron Hamiltonian

h = −½∇² + v(r).

If its normalized orbital is φ, its exact energy is ⟨φ|h|φ⟩, and the ground-state energy E₀ is the smallest value of this expression.

In Kohn-Sham theory the energy of electrons with orthonormal spin orbitals φ_iσ, where σ is ↑ or ↓, is written

E = Σ_iσ ⟨φ_iσ|−½∇²|φ_iσ⟩ + ∫ v(r) n(r) d³r + U[n] + E_xc[n↑,n↓].

The orbital densities are n_iσ = |φ_iσ|², the spin density n_σ is the sum of n_iσ over i, and n = n↑ + n↓. The Hartree energy is

U[n] = ½ ∫∫ n(r) n(r') / |r−r'| d³r d³r'.

The factor ½ prevents each pair of charge elements from being counted twice. It does not prevent an electron from being paired with itself. To see this, insert n = Σ_i n_i, where i now labels spin orbitals of both kinds, and separate equal from unequal labels:

U[n] = Σ_i U[n_i] + ½ Σ_{i≠j} ∫∫ n_i(r) n_j(r') / |r−r'| d³r d³r'.

The second sum is repulsion between different electrons. The first is the repulsion of each electron with its own charge cloud and has no counterpart in nature.

The functional E_xc is supposed to cancel the first sum, among its other tasks, and an approximate E_xc does so only approximately, removing somewhat too little or too much. Subtracting the whole of U[n_i] would therefore remove too much. What has to be subtracted is the part that survives when the orbital is alone, which is the residual

R[n_i] = U[n_i] + E_xc[n_i,0].

The zero says that the other spin channel is empty: one electron is fully spin polarized. For a spin-down orbital the arguments are exchanged, which gives the same value because E_xc does not distinguish up from down. The Perdew-Zunger energy is

E^PZ = E − Σ_i R[n_i].

Now let there be one electron, with spin up. There is one occupied orbital, so the total density is the orbital density: n↑ = n_1 and n↓ = 0. The uncorrected energy becomes

E = ⟨φ|−½∇²|φ⟩ + ∫ v n_1 d³r + U[n_1] + E_xc[n_1,0] = ⟨φ|h|φ⟩ + R[n_1].

The first two terms were combined by using ∫ v n_1 d³r = ⟨φ|v|φ⟩. The error of the approximate functional at a given one-electron density is thus the residual itself. The correction contains a single term, and

E^PZ = ⟨φ|h|φ⟩ + R[n_1] − R[n_1] = ⟨φ|h|φ⟩.

No property of E_xc was used except that it is finite and is the same functional in both places. The equality holds for every normalized φ, not just for the best one. Minimizing E^PZ is therefore the same problem as minimizing ⟨φ|h|φ⟩, and it gives the exact ground-state energy and an exact ground-state orbital.

The same cancellation can be followed in the orbital equation. A small change δn of the density changes the Hartree energy by

δU = ½ ∫∫ [δn(r) n(r') + n(r) δn(r')] / |r−r'| d³r d³r' = ∫ v_H(r) δn(r) d³r,

v_H(r) = ∫ n(r') / |r−r'| d³r'.

The two halves are equal because r and r' can be renamed, and this removes the factor ½. Likewise δE_xc = ∫ v_xc δn d³r defines the exchange-correlation potential of the occupied spin channel. With δn = φ δφ* + φ* δφ, and with a multiplier ε that keeps φ normalized, stationarity of E^PZ with respect to φ* gives

{h + v_H[n] + v_xc[n,0] − v_H[n_1] − v_xc[n_1,0]} φ = εφ.

Since n = n_1, all four interaction potentials cancel and hφ = εφ is left. Multiplication by φ* and integration gives ε = ⟨φ|h|φ⟩. The orbital energy of the corrected theory equals its total energy, as it must when removing the electron leaves nothing behind.

Two conditions are built into the argument. The kinetic energy must be that of the orbital. If it is itself replaced by an approximate functional of the density, that replacement can have its own one-electron error, which R does not contain. And the orbital density must enter the correction with its true, full spin polarization. What happens otherwise is shown below with numbers.

The uncorrected theory deserves a closer look too, because its error after minimization is not R at the exact density. Let n_0 be the exact density, let φ_m be the orbital that minimizes the uncorrected functional, let n_m be its density, and let E_m be the minimum. Using the exact orbital as a trial orbital gives E_m ≤ E₀ + R[n_0]. On the other hand, E_m = ⟨φ_m|h|φ_m⟩ + R[n_m], and the first term is at least E₀. Together,

R[n_m] ≤ E_m − E₀ ≤ R[n_0].

The density shifts so as to reduce the spurious energy, and it pays for this with some true energy.

An electron in a harmonic well, v = ½ω²r², makes all this concrete, because its exact solution is elementary. The normalized Gaussian

φ_0(r) = (ω/π)^(3/4) exp(−ωr²/2)

satisfies ∇²φ_0 = (ω²r² − 3ω)φ_0. Hence −½∇²φ_0 = (3ω/2 − ½ω²r²)φ_0, the potential cancels the r² term, and E₀ = 3ω/2. This is the ground state, since it has the zero-point energy ω/2 for each of the three directions. Its density is n_0 = (ω/π)^(3/2) exp(−ωr²).

The Hartree energy of this density is half the mean of 1/s, where s is the distance between two points drawn independently from n_0. Each Cartesian component of one point has variance 1/(2ω), so each component of the difference has variance 1/ω. The difference is again Gaussian, with probability density (ω/2π)^(3/2) exp(−ωs²/2). Therefore

⟨1/s⟩ = (ω/2π)^(3/2) 4π ∫₀^∞ s exp(−ωs²/2) ds = (ω/2π)^(3/2) (4π/ω) = 2 √(ω/2π),

U[n_0] = √(ω/2π).

For ω = 1 hartree this is 0.398942 hartree.

The simplest approximation for E_xc is the local spin-density approximation, LSDA. It treats every small region as part of a uniform electron gas with the same spin densities. Its exchange part can be derived. In a uniform gas of spin-up electrons the plane waves are filled up to the wavenumber k. The number of states per volume gives n = k³/(6π²), and the one-electron density matrix at separation s is

ρ(s) = (2π)⁻³ ∫_{q<k} exp(iq·s) d³q = (1/2π²) ∫₀^k q² [sin(qs)/(qs)] dq = (k³/2π²) j₁(x)/x,

with x = ks and j₁(x) = (sin x − x cos x)/x². The exchange energy per volume is −½ ∫ |ρ(s)|²/s d³s, which is the Hartree-Fock expression derived in the second half. Inserting ρ and d³s = 4πs² ds gives

e_x = −½ (k⁶/4π⁴) 4π k⁻² ∫₀^∞ j₁²/x dx = −(k⁴/2π³) I.

To find I = ∫₀^∞ j₁²/x dx, let j₀ = sin x/x. Differentiation shows that j₀' = −j₁ and j₁' = j₀ − 2j₁/x. Hence (j₁²)' = 2j₀j₁ − 4j₁²/x. The left side integrates to zero, because j₁ vanishes at both ends. The integral of j₀j₁ = −½(j₀²)' is ½, because j₀ falls from 1 to 0. So 0 = 1 − 4I and I = ¼. With k = (6π²n)^(1/3),

e_x = −k⁴/(8π³) = −(3k/4π) n = −¾ (6/π)^(1/3) n^(4/3).

For the Gaussian density the remaining integral is again Gaussian, with exponent 4ω/3:

∫ n_0^(4/3) d³r = (ω/π)² (3π/4ω)^(3/2) = (¾)^(3/2) √(ω/π).

The LSDA exchange energy is then

E_x[n_0,0] = −¾ (6/π)^(1/3) (¾)^(3/2) √(ω/π),

which is −0.340993 hartree for ω = 1 hartree. Exact cancellation would need −0.398942. Local exchange thus removes 85% of the self-repulsion and leaves 0.398942 − 0.340993 = 0.057949 hartree. Both pieces grow as √ω, whereas E₀ grows as ω. At the exchange level and at the exact density, the error relative to E₀ = 3ω/2 is therefore 0.057949√ω/(1.5ω) = 0.0386/√ω, with ω in hartree. This exchange-level error is worst in shallow wells, where the electron is spread out and its true energy is small. The full LSDA does not follow this simple law: in very shallow wells its correlation energy, introduced next, outweighs the exchange-level residual, and the total error changes sign between ω = 0.1 and 0.01 hartree.

LSDA also assigns the lone electron a correlation energy. The complete E_xc is −0.366122 hartree, so this part is −0.366122 + 0.340993 = −0.025129 hartree. A single electron has no correlation energy, so this is a second error. It has the opposite sign to the first and, for ω = 1 hartree, offsets part of it:

R[n_0] = 0.398942 − 0.366122 = 0.0328 hartree, or 0.893 eV.

The self-consistent LSDA energy is 1.532550 hartree. Its error of 0.032550 hartree, 2.2% of E₀, lies just below R[n_0], as the upper bound requires. The PBE functional, which also uses the density gradients, has R[n_0] = 0.007006 hartree and a self-consistent energy of 1.5069 hartree. Its error is 0.5% of E₀.

The orbital energies are much worse. They come out at 1.8117 hartree in LSDA and 1.7914 hartree in PBE instead of 1.5. The reason is that the potentials weight the two pieces differently from the energy. The orbital energy of the uncorrected theory is

ε = ⟨φ|h|φ⟩ + ∫ v_H n d³r + ∫ v_xc n d³r.

Here ∫ v_H n d³r = 2U, because the factor ½ is absent. For local exchange, v_x is the derivative of a multiple of n^(4/3), so ∫ v_x n d³r = (4/3)E_x. At the exact density these terms add up to

2(0.398942) − (4/3)(0.340993) = 0.343 hartree,

about six times the exchange-only energy residual of 0.058 hartree. The actual LSDA shift of 0.312 hartree differs from this estimate through correlation and the relaxation of the orbital. A small energy error is thus no sign of a small potential error.

With the correction, both functionals give an energy of 1.50000 hartree and an orbital energy of 1.5000 hartree. In this calculation the terms of the total density were evaluated with Gaussian integrals and a three-dimensional grid, and those of the orbital density with a separate radial integration. The cancellation is therefore a numerical test and not a subtraction of identical numbers.

Suppose now that the orbital density is treated in the correction as half up and half down. The Hartree terms still cancel, but E_xc does not, and one is left with

E = ⟨φ|h|φ⟩ + E_xc[n_1,0] − E_xc[n_1/2,n_1/2].

In LSDA the last two terms amount to −0.0483 hartree at the exact density. Local exchange shows the origin of the sign. Two channels of density n/2 give 2(½)^(4/3) = 2^(−1/3) = 0.794 times the polarized exchange energy, so too little exchange is removed. The correlation difference has the opposite sign but is smaller. This faulty correction puts the energy below the exact one, with an error larger than that of the uncorrected functional.

For one electron, the Perdew-Zunger correction gives the exact energy whatever the approximation for E_xc, provided that the kinetic energy is that of the orbital and the orbital density enters with its full spin polarization. It remains to be shown whether the correction leaves alone a theory that had no such error to begin with.
